# Counting supercells for third-order force constants: stencils against random displacements

**Setting.** The atoms of silicon sit on the diamond lattice, with cubic lattice constant $a$ and sublattices A and B. Let $u_{i\alpha}$ be the displacement of atom $i$ along axis $\alpha$, $E$ the energy and $F_{k\gamma}=-\partial E/\partial u_{k\gamma}$ the force. The third-order force constants are

$$\Phi_{i\alpha,j\beta,k\gamma}=\frac{\partial^3E}{\partial u_{i\alpha}\,\partial u_{j\beta}\,\partial u_{k\gamma}}\bigg|_{u=0}.$$

They are kept when all three pair distances are at most the third-neighbour distance, and set to zero otherwise. From an A atom, typical vectors to the first three shells, in units of $a/4$, are $(1,1,1)$, $(2,2,0)$ and $(3,1,-1)$; the shells hold 4, 12 and 12 atoms. Atoms may coincide in a triplet.

The supercell has $3\times3\times3$ cubic cells, hence $N=216$ atoms and an edge of 12 units. Pair vectors have components of at most 3 units, so three of them add up to at most 9 and no retained triplet closes around the cell. One supercell calculation returns the forces on all atoms. Cost is counted in supercells, each taken as equally expensive.

## (a) The stencil

**Question.** Atom $i$ is displaced by $s_1h$ along $\alpha$ and atom $j$ by $s_2h$ along $\beta$, with $s_1,s_2=\pm1$. Combine the four force sets into an estimate of $\Phi_{i\alpha,j\beta,k\gamma}$ and find its leading error.

**Answer.** Write 1 for $i\alpha$, 2 for $j\beta$ and $k$ for $k\gamma$. The forces of the undisplaced crystal vanish, because the tetrahedral site symmetry leaves no vector invariant. The Taylor series is

$$F_k=-\sum_{n\ge1}\frac{h^n}{n!}\,(s_1\partial_1+s_2\partial_2)^n\,\partial_kE .$$

Multiply by $s_1s_2$ and sum over the four sign choices. A term survives if it contains odd powers of both $s_1$ and $s_2$, so $n$ must be even. For $n=2$ the surviving part of the bracket is $2s_1s_2\partial_1\partial_2$, and the sum is $-\tfrac12h^2\cdot2\cdot4\,\Phi_{12k}=-4h^2\Phi_{12k}$. For $n=4$ it is $4s_1s_2(\partial_1^3\partial_2+\partial_1\partial_2^3)$, and the sum is $-\tfrac{16}{24}h^4(\Phi_{1112k}+\Phi_{1222k})$, where five indices denote fifth derivatives. Therefore

$$-\frac{F_k^{++}-F_k^{+-}-F_k^{-+}+F_k^{--}}{4h^2}=\Phi_{12k}+\frac{h^2}{6}\left(\Phi_{1112k}+\Phi_{1222k}\right)+O(h^4).$$

Harmonic forces cancel, whatever their range. One stencil serves every third atom $k$ at once, so the task is to count displaced pairs, not triplets.

## (b) Classes of displaced pairs

**Question.** How many supercells are needed if every pair of different atoms within range is treated, first with translations alone and then with the full space group?

**Answer.** The primitive cell has 2 atoms, each with 28 neighbours in range and $3\times3$ choices of axes. Exchanging the two displacements gives the same stencil, so there are $2\cdot28\cdot9/2=252$ pairs and $4\cdot252=1008$ supercells.

The 48 point operations permute the axes and change signs. An even number of minus signs preserves the sublattices; an odd number exchanges them. Every shell is a single orbit, so one vector per shell is enough. The nine axis choices are then sorted by the operations that keep or exchange its two ends. Overall signs do not matter here, since the stencil contains both.

- $(1,1,1)$: all permutations of the axes keep both atoms. The classes are $xx$ and $xy$.
- $(2,2,0)$: $x\leftrightarrow y$ keeps both atoms. The half-turn $(x,y,z)\to(-x,-y,z)$, with a translation, exchanges them. The classes are $xx$, $xy$, $zz$ and $xz$; the last also contains $yz$, $zx$ and $zy$.
- $(3,1,-1)$: $y\to-z,\ z\to-y$ keeps both atoms, and inversion about the midpoint exchanges them. The classes are $xx$, $yy$, $yz$ and $xy$; the last also contains $xz$, $yx$ and $zx$.

This makes $2+4+4=10$ classes and $4\cdot10=40$ supercells. They give every $\Phi$ that involves at least two different atoms. The remaining $\Phi_{iii}$ follows from translational invariance, $\sum_k\Phi_{i\alpha,j\beta,k\gamma}=0$.

## (c) Equivalent sign choices

**Question.** Some of the four supercells of a stencil are symmetry copies of each other. How many calculations remain?

**Answer.** If an operation $g$ maps one displacement pattern onto another, then $F(gu)=gF(u)$, and the second calculation is unnecessary. The useful operations are exchanges that restore the same axes on the same atoms.

Inversion about the midpoint hands each displacement to the other atom with reversed sign, so $(s_1,s_2)\to(-s_2,-s_1)$. This identifies $++$ with $--$, while $+-$ and $-+$ are each mapped to themselves. Three calculations remain. This covers $xx$ in the first shell and $xx$, $yy$ in the third. For $xy$ in the first shell, inversion followed by $x\leftrightarrow y$ does the same.

In the second shell the half-turn gives $(-s_2,-s_1)$ for $xx$. The exchange $x\to-y,\ y\to-x$ gives the same rule for $xy$. For $zz$ the half-turn leaves $z$ unchanged, so $(s_1,s_2)\to(s_2,s_1)$, which identifies $+-$ with $-+$. The third-shell class $yz$ follows this rule too: inversion and $y\to-z,\ z\to-y$ contribute two minus signs. Each of these classes needs three calculations.

For $xz$ in the second shell and $xy$ in the third, no exchange restores the axes, and all four calculations are needed. The total is

$$\underbrace{3+3}_{\text{shell 1}}+\underbrace{3+3+3+4}_{\text{shell 2}}+\underbrace{3+3+3+4}_{\text{shell 3}}=32 .$$

## (d) A cheaper set

**Question.** Now allow $i=j$ as well. Show that displacements on a single sublattice suffice, and count the supercells.

**Answer.** A triplet has three members and there are two sublattices, so at least two members lie on the same one. Within the cutoff these two are either the same atom or second neighbours. Since $\Phi$ is unchanged when its index pairs are permuted, those two can be taken as the displaced ones, and the third is read from the forces. The four second-shell classes and the on-site classes $xx$ and $xy$ therefore give every retained constant, without the sum rule.

The on-site stencils are cheap. For $xx$ the patterns are displacements of $\pm2h$ along $x$ and two undisplaced crystals, whose forces vanish. A half-turn about $y$ relates $+2h$ to $-2h$, so one calculation is enough. For $xy$ the patterns are $(\pm h,\pm h,0)$, and $(x,y,z)\to(y,-x,-z)$ carries one into all the others; again one is enough. The cost is

$$1+1+3+3+3+4=15 .$$

A numerical search over all subsets of the twelve classes, with the sum rule imposed, found no sufficient set costing less than 15. This minimum refers to the present stencil with Cartesian displacements. Other displacement patterns could do better, as the next part shows.

## (e) Regression

**Question.** Projecting the tensor of one triplet from each symmetry orbit onto the part invariant under the operations that preserve the triplet leaves 95 parameters. The translational sum rule adds 13 independent conditions. All atoms are displaced at random by $u$, and a second supercell has $-u$. Can these two supercells determine $\Phi$?

**Answer.** There are $95-13=82$ unknowns $\theta$. The half-sum of the forces removes every odd power of $u$, including the harmonic force:

$$Y_{k\gamma}=\tfrac12\left[F_{k\gamma}(u)+F_{k\gamma}(-u)\right]=-\tfrac12\sum_{i\alpha,j\beta}\Phi_{i\alpha,j\beta,k\gamma}\,u_{i\alpha}u_{j\beta}+O(u^4).$$

Since $\Phi$ is linear in $\theta$, this has the form $Y=A\theta$, with $3N=648$ equations. The total force vanishes, so at most 645 of them are independent, still far more than 82. Counting equations is necessary but not sufficient; the rank of $A$ decides. For one Gaussian random pattern, a singular-value decomposition gave rank 82 and a ratio of largest to smallest singular value of 2.6. This ratio depends on the parametrisation; here $\theta$ is taken in an orthonormal basis, so that $|\theta|$ equals the norm of the retained tensor elements of a primitive cell. Two supercells are enough for this pattern, and the problem is well conditioned.

Without the partner $-u$, the harmonic forces would remain in the data and would have to be removed in another way, for example by taking them from another calculation or fitting them as further unknowns. The force terms cubic in $u$ would remain as well.

## (f) Noise and bias

**Question.** The methods are tried on a model crystal with $a=5.40$ Å and energy

$$E=D\sum_{\text{pairs}}\left(e^{-2\kappa(r-r_0)}-2e^{-\kappa(r-r_0)}\right)+T\sum_{\text{triangles}}e^{-\mu(r_1+r_2+r_3-3r_0)} .$$

Here $D=1.0$ eV, $T=0.5$ eV, $\kappa=1.5$ Å$^{-1}$, $\mu=0.5$ Å$^{-1}$ and $r_0=2.3$ Å. All pairs, including the sides $r_1,r_2,r_3$ of triangles, reach to the third shell. These are round parameters, not a description of silicon. With them the diamond arrangement is a stationary point of $E$ but not a minimum: about a third of the harmonic modes of the supercell are unstable. The comparison is unaffected, because the displacements are prescribed and no atom is allowed to relax. The step $h$ and the rms random displacement $s$ per component are both 0.020 Å. Each force component carries independent noise $\sigma=1.0\times10^{-4}$ eV/Å. All data are fitted by least squares to the 82 parameters. The errors below are norms over all retained tensor elements of a primitive cell, relative to the norm of $\Phi$ itself.

| Supercells | Noise (%) | Bias (%) |
|---|---|---|
| 32, stencils | 9.7 | 0.036 |
| 15, stencils | 12.7 | 0.037 |
| 2, random | 0.21 | 0.28 |
| 14, random | 0.074 | 0.29 |

The bias is the noise-free error, measured against stencil results extrapolated to zero step. Explain how the errors scale, and compare the methods fairly.

**Answer.** With four independent calculations, one stencil element has the error $\sqrt4\,\sigma/(4h^2)=\sigma/(2h^2)=0.125$ eV/Å$^3$; the largest element of $\Phi$ is about 19 eV/Å$^3$. Reusing symmetry copies correlates the noise, so the stencil entries in the table were obtained by sampling it.

For regression, averaging two force sets halves the variance, and least squares gives

$$\operatorname{cov}\theta=\frac{\sigma^2}{2}\,(A^{\mathsf T}A)^{-1}.$$

Because $A\propto s^2$, the noise error falls as $1/s^2$, like $1/h^2$ for the stencil. The bias comes from fifth derivatives. They enter $Y$ at order $s^4$, and division by $A$ leaves $s^2$, again as for the stencil.

At equal amplitude, the two random supercells of the table have about $12.7/0.21\approx60$ times less noise than 15 stencil supercells, but about $0.28/0.037\approx8$ times more bias. Equal amplitude per component is not an equal disturbance: the random pattern has total length $s\sqrt{648}\approx0.51$ Å, against $\sqrt2\,h\approx0.028$ Å for an off-site stencil.

A fairer comparison lets each method choose its amplitude. Let $n$ and $b$ be the tabulated noise and bias, and scale the amplitude by $\lambda$. The noise has zero mean, so the expected squared error is

$$\varepsilon^2=\frac{n^2}{\lambda^4}+b^2\lambda^4 .$$

Setting the derivative with respect to $\lambda^4$ to zero gives $\lambda^4=n/b$ and $\varepsilon_{\min}=\sqrt{2nb}$. For 15 stencil supercells, $\lambda\approx4.3$, so $h\approx0.086$ Å and $\varepsilon_{\min}\approx\sqrt{2(12.7)(0.037)}\,\%\approx1.0\,\%$. For two random supercells, $\lambda\approx0.93$ and $\varepsilon_{\min}\approx0.35\,\%$. Regression remains ahead in this model, by a factor near 3 instead of 60. The stencil figure extrapolates the leading-order laws to a fourfold larger step, so it is an estimate.

Going from 2 to 14 random supercells lowers the noise but not the bias. More data cannot average the bias away: products such as $u_1^2u_2^2u_3^2$ have a nonzero mean, so the neglected quartic forces stay correlated with the fitted quadratic ones. It can be reduced by a smaller $s$, at the price of more noise, or by higher-order terms in the fit, if the data suffice to determine them. Since its leading part scales as $s^2$, it also cancels in the extrapolation $[4\theta(s)-\theta(2s)]/3$, provided both fits use the same random pattern. With independent noise in the two fits, the result has about 1.3 times the noise of the fit at $s$.

The symmetry counts carry over to silicon; the error percentages do not. The model also has no interactions beyond the cutoff. If real ones exist, a stencil still measures each retained element separately, apart from contributions of periodic images. This holds for the raw stencil values; the sum rule restricted to retained triplets can then fail, and if it does, imposing it, as in (b) for $\Phi_{iii}$ or in the 82-parameter fit, mixes in the omitted terms. In regression the omitted terms enter $Y$ and can be absorbed by the fitted parameters. The cutoff must then be varied, and the fit judged on displacements not used in it.
